# Valley-Selective Circular Dichroism from C3 Eigenvalues and Its Decay

Consider a semiconducting layer with a honeycomb-like lattice and no inversion centre whose direct gaps lie at the two inequivalent corners of its Brillouin zone, $\mathbf K$ and $-\mathbf K$. Time reversal exchanges these valleys, so they have the same energies, and the frequency of light cannot tell them apart. Its handedness can, when the band-edge states have the symmetry found below: at normal incidence, one circular polarisation then excites electrons at $\mathbf K$ and the other at $-\mathbf K$. Two questions follow. What fixes the handedness, given that the orbitals may carry no angular momentum at all? And how far from the corner does the selectivity survive?

## Setting and theorem

The electrons are independent, spin is conserved, and the photon wavevector is neglected, so transitions are vertical. The light field is the real part of $E_0\mathbf e_\pm e^{-i\omega t}$ with $\mathbf e_\pm=(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$. For $\sigma^+$ it is proportional to $(\cos\omega t,\sin\omega t)$ and turns counterclockwise. Absorption comes from the $e^{-i\omega t}$ part, so its amplitude is proportional to $\mathbf e_\pm\cdot\mathbf p$, that is, to

$$P_\pm=\langle c|p_\pm|v\rangle,\qquad p_\pm=p_x\pm ip_y .$$

Here $v$ and $c$ are the valence and conduction states, and $\mathbf p=m_0\,(i/\hbar)[H,\mathbf r]$ is the electron mass times the velocity. For a local potential this is the canonical momentum. The degree of dichroism is

$$\eta=\frac{|P_+|^2-|P_-|^2}{|P_+|^2+|P_-|^2}.$$

Let $C$ be the counterclockwise rotation of the plane by $\theta=2\pi/3$, and $\hat C$ the operator that rotates states about a threefold centre of the crystal. Since $C\mathbf K-\mathbf K$ is a reciprocal lattice vector, $\hat C$ maps the Bloch states at $\mathbf K$ among themselves. It commutes with $H$, so a nondegenerate state there is an eigenstate, $\hat C|n\rangle=e^{-i\theta m_n}|n\rangle$, with $m_n$ defined modulo 3.

**Theorem.**

(i) At $\mathbf K$, $P_\pm$ vanishes unless $m_c-m_v\equiv\pm1$ (mod 3). If the difference is $+1$ or $-1$ and the allowed element is not accidentally zero, then $\eta=+1$ or $-1$ respectively.

(ii) In the massive Dirac model with gap parameter $\Delta\neq0$, velocity $v$ and valley index $\tau=\pm1$ for $\pm\mathbf K$, a state at distance $q$ from the corner has
$$\eta=\frac{2\tau\Delta E}{E^2+\Delta^2},\qquad E=\sqrt{\Delta^2+4\hbar^2v^2q^2}.$$

(iii) On the nearest-neighbour honeycomb lattice with lattice constant $a$, hopping $t$ and $0<\Delta\ll t$, to leading order near $\mathbf K$, meaning $x\ll1$ for the $x$ defined below,
$$1-\eta\simeq2\left|x^2+\frac{aq}{2\sqrt3}e^{3i\varphi}\right|^2,\qquad x=\frac{\hbar vq}{\Delta},$$
where $\varphi$ is the direction of $\mathbf q$, measured from the $x$ axis along $\mathbf K$.

## Lemma 1: the selection rule

*Proof of (i).* Rotating a state rotates the expectation value of a vector, so $\hat C^\dagger p_x\hat C=p_x\cos\theta-p_y\sin\theta$ and $\hat C^\dagger p_y\hat C=p_x\sin\theta+p_y\cos\theta$. Therefore

$$\hat C^\dagger p_\pm\hat C=p_x(\cos\theta\pm i\sin\theta)+p_y(-\sin\theta\pm i\cos\theta)=e^{\pm i\theta}p_\pm ,$$

because $-\sin\theta\pm i\cos\theta=\pm i(\cos\theta\pm i\sin\theta)$. Take this between $\langle c|$ and $|v\rangle$. On the left, $\hat C|v\rangle=e^{-i\theta m_v}|v\rangle$ and $\langle c|\hat C^\dagger=e^{i\theta m_c}\langle c|$, so

$$e^{i\theta(m_c-m_v)}P_\pm=e^{\pm i\theta}P_\pm .$$

Either $P_\pm=0$ or $m_c-m_v\equiv\pm1$. The values $+1$ and $-1$ differ modulo 3, so at most one helicity is allowed. ∎

If $m_c\equiv m_v$, both elements vanish and $\eta$ is undefined. The proof uses no tight-binding approximation. The numerical check includes a plane-wave crystal with the canonical momentum operator.

## Lemma 2: the lattice phase

Let sublattice $s$ have sites $\mathbf R+\mathbf d_s$, each carrying an orbital $\phi_l$ that acquires the factor $e^{-i\theta l}$ when rotated about its own site. The Bloch sum

$$|\mathbf K,s\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf K\cdot(\mathbf R+\mathbf d_s)}|\phi_l,\mathbf R+\mathbf d_s\rangle$$

has, under rotation about a centre $\mathbf c$ that maps the sublattice onto itself, the eigenvalue

$$\lambda_s=e^{-i\theta l}\,e^{i\mathbf G\cdot(\mathbf d_s-\mathbf c)},\qquad \mathbf G=C\mathbf K-\mathbf K .$$

*Proof.* The orbital at $\mathbf r$ moves to $\mathbf r'=\mathbf c+C(\mathbf r-\mathbf c)$. Its coefficient, expressed through the new site, has the phase

$$\mathbf K\cdot\mathbf r=\mathbf K\cdot\mathbf c+\mathbf K\cdot C^{-1}(\mathbf r'-\mathbf c)=\mathbf K\cdot\mathbf c+(C\mathbf K)\cdot(\mathbf r'-\mathbf c)=\mathbf K\cdot\mathbf r'+\mathbf G\cdot(\mathbf r'-\mathbf c).$$

With $\mathbf r'=\mathbf R'+\mathbf d_s$, the factor $e^{i\mathbf G\cdot\mathbf R'}$ is one. The remaining phase is the same for every site. ∎

Changing $\mathbf c$ multiplies all eigenvalues by one common phase. Individual labels therefore depend on the centre, but $m_c-m_v$ does not.

**Gapped honeycomb.** Take lattice vectors $a(1,0)$ and $a(1/2,\sqrt3/2)$, sublattice A at the origin, B at $\mathbf d_B=(0,a/\sqrt3)$, and $\mathbf K=(4\pi/3a,0)$. Then

$$\mathbf G=\frac{4\pi}{3a}\left(-\frac32,\frac{\sqrt3}2\right),\qquad \mathbf G\cdot\mathbf d_B=\frac{2\pi}{\sqrt3\,a}\,\frac a{\sqrt3}=\theta .$$

Both sublattices carry one orbital with $l=0$. About an A site, $\lambda_A=1$ and $\lambda_B=e^{i\theta}$, so $(m_A,m_B)=(0,-1)$. About a B site the labels are $(1,0)$. About the hexagon centre $\mathbf c=-\mathbf d_B$ they are $(-1,-2)\equiv(-1,1)$. In each case $m_A-m_B\equiv1$.

States with different labels cannot mix at $\mathbf K$, so the band states there are purely A and purely B. Let the site energies be $+\Delta/2$ on A and $-\Delta/2$ on B. For $\Delta>0$ the conduction state is on A, $m_c-m_v\equiv+1$, and $\sigma^+$ is absorbed. The angular momentum resides in the phase winding between sites, not in the orbitals. At $-\mathbf K$, $\mathbf G$ changes sign and $\sigma^-$ is absorbed. Reversing $\Delta$ exchanges the two states and reverses both valleys. At $\Delta=0$ they are degenerate and part (i) does not apply.

**MoS$_2$-type layer.** Here the band-edge states are taken to be mainly metal $d$ states: $d_{z^2}$ for conduction, and $d_{x^2-y^2}\pm id_{xy}$ for valence, with opposite signs in the two valleys. Which corner has the plus sign depends on how the layer is oriented; call it $\mathbf K$. The valence orbital varies as $e^{2i\phi}$ with azimuth $\phi$, so $l=2$, while the conduction orbital has $l=0$. About a metal site both lattice phases are one. Thus $m_c-m_v=-2\equiv+1$, and $\sigma^+$ is absorbed. A change of two units is allowed because the crystal conserves angular momentum only modulo 3. Admixed chalcogen orbitals do not alter the result, since every component of a nondegenerate state has the same $\hat C$ eigenvalue.

## Lemma 3: expansion about the corner

The honeycomb Hamiltonian in the basis (A, B) has diagonal $\pm\Delta/2$ and off-diagonal element $H_{AB}=-tf$, with $f(\mathbf k)=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$. The bonds from A to B are

$$\boldsymbol\delta_1=\left(0,\tfrac a{\sqrt3}\right),\quad\boldsymbol\delta_2=\left(-\tfrac a2,-\tfrac a{2\sqrt3}\right),\quad\boldsymbol\delta_3=\left(\tfrac a2,-\tfrac a{2\sqrt3}\right).$$

With $w=e^{i\theta}$, the phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1,w^*,w$. Their sum is zero, and $w+w^*=-1$, $w-w^*=i\sqrt3$. Put $\mathbf k=\mathbf K+\mathbf q$ and $q_\pm=q_x\pm iq_y$. The first-order term of $f$ is

$$i\left[\frac{aq_y}{\sqrt3}\left(1-\frac{w+w^*}2\right)+\frac{aq_x}2(w-w^*)\right]=i\,\frac{\sqrt3a}2(q_y+iq_x)=-\frac{\sqrt3a}2q_- .$$

The second-order term is

$$-\frac{a^2}2\left[\frac{q_y^2}3+(w+w^*)\left(\frac{q_x^2}4+\frac{q_y^2}{12}\right)+(w^*-w)\frac{q_xq_y}{2\sqrt3}\right]=\frac{a^2}8q_+^2 ,$$

since the bracket equals $-(q_x^2-q_y^2+2iq_xq_y)/4$. Hence

$$H_{AB}=\hbar v\,q_--\frac{ta^2}8q_+^2+\dots,\qquad\hbar v=\frac{\sqrt3}2at .$$

At the other corner, $f(-\mathbf K+\mathbf q)=f(\mathbf K-\mathbf q)^*$ gives $H_{AB}=-\hbar vq_+$ to first order. Both valleys are therefore described by

$$H_\tau=\hbar v(\tau q_x\sigma_x+q_y\sigma_y)+\frac\Delta2\sigma_z .$$

For the velocity, let $\mathbf r$ be diagonal in the orbitals, neglecting dipole elements between different sites. The commutator $i[H,\mathbf r]$ then multiplies each hopping term by $i(\mathbf r_j-\mathbf r_i)$, which is what $\partial/\partial\mathbf k$ does to $e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}$. So $\mathbf p=(m_0/\hbar)\,\partial H/\partial\mathbf k$, and the prefactor cancels in $\eta$.

## Proof of (ii)

Write $\cos\beta=\Delta/E$ and $\sin\beta=2\hbar vq/E$. The off-diagonal element is $\hbar v(\tau q_x-iq_y)=\frac E2\sin\beta\,e^{-i\chi}$, with $\chi=\varphi$ for $\tau=1$ and $\chi=\pi-\varphi$ for $\tau=-1$. The states with energies $+E/2$ and $-E/2$ are

$$|c\rangle=\begin{pmatrix}\cos\frac\beta2\\e^{i\chi}\sin\frac\beta2\end{pmatrix},\qquad|v\rangle=\begin{pmatrix}-e^{-i\chi}\sin\frac\beta2\\\cos\frac\beta2\end{pmatrix},$$

as multiplication by $H_\tau$ confirms. For $\tau=1$, $p_\pm$ is proportional to $\hbar v(\sigma_x\pm i\sigma_y)$. Since $\sigma_x+i\sigma_y=2|A\rangle\langle B|$ and $\sigma_x-i\sigma_y=2|B\rangle\langle A|$,

$$\frac\hbar{m_0}P_+=2\hbar v\cos^2\frac\beta2=\hbar v(1+\cos\beta),$$
$$\frac\hbar{m_0}P_-=-2\hbar v\,e^{-2i\chi}\sin^2\frac\beta2=-\hbar v\,e^{-2i\chi}(1-\cos\beta).$$

For $\tau=-1$, $-\sigma_x\pm i\sigma_y=-(\sigma_x\mp i\sigma_y)$, so the two magnitudes are exchanged. In both valleys $|P_\pm|\propto1\pm\tau\cos\beta$, and

$$\eta=\frac{4\tau\cos\beta}{2+2\cos^2\beta}=\frac{2\tau\Delta E}{E^2+\Delta^2}.\qquad∎$$

Away from the corner each band state contains both sublattices, and the reverse transfer, from A to B, opens the other helicity. Because $\eta$ depends on $\mathbf q$ only through $E$, all states of one valley that are resonant with photon energy $\hbar\omega=E$ share the same value.

With $x=\hbar vq/|\Delta|$,

$$|\eta|=\frac{\sqrt{1+4x^2}}{1+2x^2},\qquad\eta^2=1-\frac{4x^4}{(1+2x^2)^2}.$$

Near the corner $1-|\eta|\simeq2x^4$; far away $|\eta|\simeq1/x$. Setting $|\eta|=1/2$ with $y=|\Delta|/E$ gives $y^2-4y+1=0$. The root below one is $y=2-\sqrt3$, so half dichroism occurs at $E=(2+\sqrt3)|\Delta|$.

## Proof of (iii)

Let $\partial_\pm=\partial_{q_x}\pm i\partial_{q_y}$. Then $\partial_+q_-=\partial_-q_+=2$ and $\partial_+q_+=\partial_-q_-=0$. Applied to Lemma 3 and to $H_{BA}=H_{AB}^*$, this gives

$$(\partial_-H)_{AB}=-\frac{ta^2}2q_+,\qquad(\partial_-H)_{BA}=2\hbar v .$$

The first element is absent from the Dirac model. It comes from the term in $q_+^2$, which gives the energy contours their threefold distortion, called trigonal warping. For small $x$, $\beta/2\simeq x$, so $|c\rangle\simeq(1,xe^{i\varphi})$ and $|v\rangle\simeq(-xe^{-i\varphi},1)$. Hence

$$\frac\hbar{m_0}P_-\simeq-\frac{ta^2}2qe^{i\varphi}-2\hbar vx^2e^{-2i\varphi},\qquad\frac\hbar{m_0}P_+\simeq2\hbar v .$$

Dividing, and using $ta^2q/(4\hbar v)=aq/(2\sqrt3)$,

$$\frac{P_-}{P_+}\simeq-e^{-2i\varphi}\left[x^2+\frac{aq}{2\sqrt3}e^{3i\varphi}\right].$$

Since $1-\eta=2|P_-|^2/(|P_+|^2+|P_-|^2)\simeq2|P_-/P_+|^2$, the result follows. The cubic term of $f$ adds a ratio of order $(aq)^2$, smaller than $x^2$ by order $(\Delta/t)^2$; this is where $\Delta\ll t$ enters. ∎

So the lattice loss begins as $a^2q^2/6$, not as $2x^4$. The two amplitudes are equal in size at

$$q_c=\frac{2\Delta^2}{3\sqrt3\,t^2a}.$$

Threefold symmetry protects complete selectivity at the corner itself, not throughout a neighbourhood. Strain that breaks this symmetry removes the protection even there.

## Remark: the two valleys together

The lattice Hamiltonian obeys $H(-\mathbf k)=H(\mathbf k)^*$. Its eigenvectors at $-\mathbf k$ are the complex conjugates of those at $\mathbf k$, and its gradient is minus the conjugate. Thus $P_\pm(-\mathbf k)=-P_\mp(\mathbf k)^*$ and $\eta(-\mathbf k)=-\eta(\mathbf k)$. The layer as a whole absorbs both helicities equally; what differs is the valley that receives the carriers. The value of $\eta$ describes this absorption step. The polarisation of later emission also depends on scattering, and electron–hole attraction is left out here.

## Worked example

Take the round model parameters $a=0.3$ nm, $t=2$ eV and $\Delta=0.2$ eV. Then $\hbar v=0.8660\times0.3\times2=0.5196$ eV nm. At $\mathbf K$, the element $(\hbar/m_0)|P_+|=2\hbar v=1.039$ eV nm, and $P_-$ vanishes.

At $q=0.2$ nm$^{-1}$, $2\hbar vq=0.2078$ eV, so $E=\sqrt{0.2^2+0.2078^2}=0.2884$ eV and $\Delta/E=0.6934$. This gives $\eta=2(0.6934)/(1+0.6934^2)=0.937$. Half dichroism is reached at $E=3.732\times0.2=0.746$ eV, where $x=1.798$ and $q=1.798\times0.2/0.5196=0.692$ nm$^{-1}$.

| $q$ (nm$^{-1}$) | Dirac $\eta$ | lattice $\eta$, range over directions |
|---|---|---|
| 0.1 | 0.993 | 0.991 to 0.995 |
| 0.2 | 0.937 | 0.926 to 0.946 |
| 0.4 | 0.730 | 0.702 to 0.757 |
| 0.692 | 0.500 | 0.460 to 0.540 |
| 1.5 | 0.250 | 0.205 to 0.301 |

The table compares states at fixed $q$. On the lattice the energy contours are warped, so states resonant with one photon energy do not share one $q$; at $\hbar\omega=0.746$ eV the lattice $\eta$ ranges from 0.447 to 0.551. At fixed $q=0.692$ nm$^{-1}$ the lattice departs from the Dirac value by up to 0.04, or 8% of that value, although the directional mean is 0.499. Reducing $a$ at fixed $\hbar v$ and $\Delta$ reduces the largest departure in proportion: it is 0.0040 for $a/10$ and 0.00040 for $a/100$. This is the behaviour of a correction of first order in $aq$.

The crossover lies at $q_c=2(0.2)^2/(3\sqrt3\times2^2\times0.3)=0.0128$ nm$^{-1}$, where both amplitudes are $1.11\times10^{-3}$. For $\varphi=0$ they add, and the formula gives $1-\eta=2(2.222\times10^{-3})^2=9.88\times10^{-6}$, against $9.85\times10^{-6}$ on the lattice. For $\varphi=60^\circ$ they cancel at leading order, and the lattice loss is only $8\times10^{-13}$. With these parameters the warping loss is minute at $q_c$; the visible decay of $\eta$ follows the Dirac law, with the directional spread shown in the table.

These parameters, with $\Delta/t=0.1$, are those of a model and not of a particular material. Part (i) rests on symmetry alone and holds for MoS$_2$-type layers, but (ii) and (iii) are two-band results. In such layers the gap is comparable to the effective hopping and further $d$ bands lie close by. For a gap near 1.7 eV the half-dichroism energy $(2+\sqrt3)|\Delta|$ would be about 6 eV, far outside the range of the Dirac model. The decay of $\eta$ away from the corner must then be computed from the actual bands.

## Computed results

```
lattice constant a = 0.300 nm, hopping t = 2.000 eV
gap = 0.200 eV, hbar*v = 0.5196 eV nm, |K| = 13.9626 1/nm
C3 labels of honeycomb Bloch states at K (dimensionless):
  centre A site   m_A =  0, m_B = -1, (m_A-m_B) mod 3 = 1
  centre B site   m_A =  1, m_B =  0, (m_A-m_B) mod 3 = 1
  centre hexagon  m_A = -1, m_B =  1, (m_A-m_B) mod 3 = 1
|hbar v+| at K = 1.0392 eV nm, |hbar v-| at K = 0.0000 eV nm
lattice eta: K +1.0000, K' -1.0000, K with reversed gap -1.0000
plane-wave crystal: 27 waves, C3 labels of lowest three bands [1, -1, 0]
d-orbital model at K, energies (eV): -1.709, 0.300, 1.409
  C3 labels [-1, 0, 1], eta valence to conduction = +1.0000
Dirac (1-eta)/(2x^4) at x = 0.05: 0.9901
Dirac eta*x at x = 50.0: 0.9999
eta = 1/2 at q = 0.6920 1/nm, x = 1.7978, E = 0.7464 eV, E/gap = 3.7321
q (1/nm), x, E (eV), gap/E, Dirac eta, lattice eta min, mean, max:
  0.0000 0.0000 0.2000 1.0000 1.0000 1.0000 1.0000 1.0000
  0.0500 0.1299 0.2066 0.9679 0.9995 0.9992 0.9994 0.9997
  0.1000 0.2598 0.2254 0.8874 0.9929 0.9908 0.9928 0.9947
  0.2000 0.5196 0.2884 0.6934 0.9365 0.9262 0.9361 0.9460
  0.4000 1.0392 0.4613 0.4336 0.7299 0.7020 0.7292 0.7571
  0.6920 1.7978 0.7464 0.2679 0.5000 0.4604 0.4994 0.5403
  1.5000 3.8971 1.5716 0.1273 0.2505 0.2049 0.2503 0.3013
largest |eta-1/2| at q_half, a/10: 0.00399, a/100: 0.000399
crossover q_c = 0.01283 1/nm, x = 0.03333, a*q_c/(2 sqrt3) = 0.001111
1-eta at q_c: angle (deg), full lattice, leading formula:
   0 9.849e-06 9.877e-06
  30 4.925e-06 4.938e-06
  60 7.629e-13 1.311e-37
mean lattice (1-eta)/(a^2 q^2/6) at q_c/50: 1.00040
```
